# Effective U and the two-electron level of a vacancy

## Problem

An oxygen vacancy in an amorphous oxide film can be neutral, singly positive or doubly positive. Its thermodynamic transition levels, measured upward from the valence-band edge, are

$$\varepsilon(+/0)=2.0\ \text{eV},\qquad \varepsilon(2+/+)=2.4\ \text{eV}.$$

(a) Find the effective correlation energy $U$, defined as the energy of the reaction $2V^{+}\to V^{0}+V^{2+}$.

(b) Find the level $\varepsilon(2+/0)$.

(c) Which charge state is the most stable at each Fermi energy in the gap? Suggest a physical reason for the sign of $U$.

(d) How much do temperature and the disorder of the film change these answers?

(e) The film is the channel of a transistor, with a gap of 3.1 eV and $10^{17}$ conduction electrons per cm³ at 300 K. What is the charge state of the vacancies there?

**Conventions.** The formation energy of a vacancy with charge $qe$ is

$$E_q(E_F)=E_q+qE_F ,\qquad q=0,1,2,$$

where $E_F$ is the Fermi energy above the valence-band edge and the constant $E_q$ is the formation energy at $E_F=0$. The term $qE_F$ is positive because the $q$ electrons removed from the vacancy go to the electron reservoir, whose energy per electron is $E_F$. The atoms are relaxed in each charge state. A level $\varepsilon(q/q')$ is the Fermi energy at which the states $q$ and $q'$ have equal formation energy. Until part (d), the vacancies are isolated and equivalent, and entropy is left out.

## Hints

1. Write each given level as a difference of two constants $E_q$. The two given numbers do not fix all three constants, but the answers need differences alone.
2. Write the energy of the reaction in (a) as products minus reactants. Check what happens to $E_F$.
3. Between $2+$ and $0$, two electrons are exchanged. Look for the factor this puts in front of $E_F$.
4. For (c), compare the energy of the $+$ state with the average of the other two.
5. For (d), the $+$ state holds one unpaired electron, which has two spin directions. For disorder, ask whether a disturbance moves the two given levels together or separately.
6. For (e), first find how far the Fermi energy lies below the conduction band.

## Full solution

### (a) The effective U

At $E_F=\varepsilon(+/0)$ the states $+$ and $0$ have equal energy:

$$E_{+}+\varepsilon(+/0)=E_0\quad\Rightarrow\quad \varepsilon(+/0)=E_0-E_{+}.$$

At $E_F=\varepsilon(2+/+)$ the states $2+$ and $+$ have equal energy:

$$E_{2+}+2\varepsilon(2+/+)=E_{+}+\varepsilon(2+/+)\quad\Rightarrow\quad \varepsilon(2+/+)=E_{+}-E_{2+}.$$

The reaction energy is products minus reactants:

$$U=\big[E_0\big]+\big[E_{2+}+2E_F\big]-2\big[E_{+}+E_F\big]=E_0+E_{2+}-2E_{+}.$$

The Fermi energy cancels because the reaction conserves charge: no electron enters or leaves the reservoir. Grouping the terms gives

$$U=(E_0-E_{+})-(E_{+}-E_{2+})=\varepsilon(+/0)-\varepsilon(2+/+).$$

With the given levels,

$$U=2.0\ \text{eV}-2.4\ \text{eV}=-0.4\ \text{eV}.$$

The order of subtraction matters. The level $\varepsilon(2+/+)$ belongs to the first electron captured by the doubly charged vacancy, and $\varepsilon(+/0)$ to the second. $U$ is the energy of the second minus that of the first. Here the second electron is bound 0.4 eV more deeply than the first.

### (b) The two-electron level

Equal energy of $2+$ and $0$ means

$$E_{2+}+2\varepsilon(2+/0)=E_0\quad\Rightarrow\quad \varepsilon(2+/0)=\frac{E_0-E_{2+}}{2}.$$

To use the given levels, add and subtract $E_{+}$ in the numerator:

$$\varepsilon(2+/0)=\frac{(E_0-E_{+})+(E_{+}-E_{2+})}{2}=\frac{\varepsilon(+/0)+\varepsilon(2+/+)}{2}.$$

Hence

$$\varepsilon(2+/0)=\frac{2.0+2.4}{2}\ \text{eV}=2.2\ \text{eV}.$$

This is an energy per electron. Moving both electrons between the reservoir and the vacancy involves twice this amount, which is where the factor one half comes from.

### (c) The stable charge states

The average energy of the $0$ and $2+$ states is

$$\tfrac12\big[E_0+E_{2+}+2E_F\big]=\tfrac12(E_0+E_{2+})+E_F .$$

Subtract this from the energy of the $+$ state:

$$\big[E_{+}+E_F\big]-\big[\tfrac12(E_0+E_{2+})+E_F\big]=-\frac{U}{2}=+0.2\ \text{eV}.$$

The $+$ state therefore lies 0.2 eV above the average of the other two at every Fermi energy. The lower of two numbers cannot exceed their average, so $+$ is never the most stable state. The order of the other two follows from

$$\big[E_{2+}+2E_F\big]-E_0=2\big[E_F-\varepsilon(2+/0)\big].$$

Below 2.2 eV the vacancy is $2+$; above 2.2 eV it is neutral. The stable charge changes by two units at one Fermi energy. The given levels at 2.0 and 2.4 eV are still well defined, but each marks a crossing at which the third state is lower.

**Numbers for the three lines.** The levels fix the differences $E_0-E_+=2.0$ eV and $E_+-E_{2+}=2.4$ eV, so one constant is free. Choose $E_0=5.0$ eV. Then $E_{+}=3.0$ eV and $E_{2+}=0.6$ eV. At $E_F=2.2$ eV the energies are

- neutral: $5.0$ eV;
- singly charged: $3.0+2.2=5.2$ eV;
- doubly charged: $0.6+2\times2.2=5.0$ eV.

The same preference appears if six vacancies must share a total charge of $+6e$. Six singly charged vacancies cost $6\times3.0=18.0$ eV at $E_F=0$. Three neutral and three doubly charged ones cost $3\times5.0+3\times0.6=16.8$ eV. The gain of 1.2 eV is three reactions of 0.4 eV each. A search through all arrangements with this total charge finds this composition to be the lowest.

**How U can be negative.** Two electrons on one vacancy repel each other, which alone would make $U$ positive. Relaxation of the surrounding atoms can outweigh this. Let $n=2-q$ be the number of trapped electrons and $Q$ a displacement of the neighbouring atoms. A simple model is

$$E(n,Q)=ne+U_C\,\delta_{n,2}-LnQ+\tfrac12KQ^2 .$$

In this formula $e$ is the energy of one trapped electron on the undistorted lattice, $U_C$ the repulsion, $L$ the force on the lattice per electron and $K$ the stiffness. The symbol $\delta_{n,2}$ is 1 for two electrons and 0 otherwise. The minimum follows from

$$\frac{\partial E}{\partial Q}=-Ln+KQ=0\quad\Rightarrow\quad Q=\frac{nL}{K}.$$

Inserting it, the coupling term gives $-n^2L^2/K$ and the elastic term $+n^2L^2/(2K)$, so

$$E_{\min}(n)=ne+U_C\,\delta_{n,2}-\frac{n^2L^2}{2K}.$$

The gain grows as $n^2$: two electrons on one site gain four times as much as one electron, not twice. Therefore

$$U=E_{\min}(2)+E_{\min}(0)-2E_{\min}(1)=\Big(2e+U_C-\frac{2L^2}{K}\Big)-\Big(2e-\frac{L^2}{K}\Big)=U_C-\frac{L^2}{K}.$$

Take $e=2.9$ eV, $U_C=0.6$ eV, $L=4.0$ eV/Å and $K=16.0$ eV/Å². Then $L^2/K=1.0$ eV and $U=0.6-1.0=-0.4$ eV. The levels also agree with the problem:

$$\varepsilon(2+/+)=e-\frac{L^2}{2K}=2.9-0.5=2.4\ \text{eV},$$

$$\varepsilon(+/0)=e+U_C-\frac{3L^2}{2K}=2.9+0.6-1.5=2.0\ \text{eV}.$$

If the lattice is held at $Q=0$, the same model gives $U=+0.6$ eV. The negative value thus belongs to relaxed atoms. An optical transition, which is fast compared with atomic motion, is not described by the levels used here. The parameters were chosen to reproduce the given levels; the two levels by themselves do not prove that this mechanism is at work.

### (d) Temperature and disorder

**Spin.** In thermal equilibrium the probability of a charge state is proportional to its number of microstates times a Boltzmann factor. The $+$ state has two spin states. The $2+$ state has no trapped electron and the $0$ state has a spin pair, so each counts once. Then

$$\frac{N_{+}}{N_0}=2\,e^{[\varepsilon(+/0)-E_F]/kT},\qquad \frac{N_{2+}}{N_{+}}=\tfrac12\,e^{[\varepsilon(2+/+)-E_F]/kT}.$$

Setting each ratio to 1 gives the Fermi energies of equal population, $\varepsilon(+/0)+kT\ln2$ and $\varepsilon(2+/+)-kT\ln2$. Their difference is a free-energy version of $U$:

$$U_{\text{free}}=U+2kT\ln 2 .$$

At 300 K, $kT=0.0259$ eV. The two points move to 2.018 and 2.382 eV, so $U_{\text{free}}=-0.364$ eV. At 600 K it is $-0.328$ eV. In the product of the two ratios the factors 2 and ½ cancel:

$$\frac{N_{2+}}{N_0}=e^{2[\varepsilon(2+/0)-E_F]/kT}.$$

Spin therefore leaves the equal-population point of $2+$ and $0$ at 2.2 eV.

**Thermal population of the + state.** At $E_F=2.2$ eV the states $0$ and $2+$ have equal weight, set to 1. The $+$ state has weight $2e^{U/2kT}$, since it lies $-U/2$ higher. Its fraction is

$$f_{+}=\frac{2e^{U/2kT}}{2+2e^{U/2kT}}=\frac{1}{1+e^{-U/2kT}} .$$

This gives 0.044 % at 300 K and 2.0 % at 600 K. These are equilibrium values. At 300 K equilibrium may be reached only slowly, because with the Fermi energy this deep in the gap the bands hold very few carriers for the vacancies to exchange. "Never the most stable" does not mean "absent". For $U\to0$ the fraction tends to one half, because two of four equally probable microstates are then singly charged. The picture of a direct change from $2+$ to $0$ needs $-U/2$ to be several times $kT$.

**Vibrations.** The vibrational entropy of the charge states is not known here. If the entropies combine to one $k$ in the reaction of part (a), $U_{\text{free}}$ changes by $kT$, or 0.026 eV at 300 K. If the entropies of $0$ and $2+$ differ by one $k$, the two-electron level moves by $kT/2$, since two electrons share the change.

**Charged neighbours.** A potential $\phi$ at the vacancy adds $qe\phi$ to its energy. This has the same form as $qE_F$, so all three levels, measured from the valence-band edge far from the source of the potential, move down by $e\phi$, and their difference $\varepsilon(+/0)-\varepsilon(2+/+)$ on that site does not change. The reaction of part (a), however, involves two vacancies. If they sit at different potentials, its energy changes by $e$ times the potential difference. If they are each other's neighbour, their mutual repulsion disappears in the reaction, which lowers its energy by 0.014 eV at 10 nm for a relative permittivity of 10. With a rough vacancy density of $10^{18}$ cm⁻³ the average volume per vacancy is a cube with an edge of 10 nm. One $2+$ neighbour at that distance, in a medium of relative permittivity 10 and without screening by free electrons, lowers the levels by 0.029 eV. If the vacancies are placed at random, the nearest one is on average closer, at about 5.5 nm, where the shift is about 0.05 eV. The nearest neighbour is only part of the effect, because the Coulomb potential is long-ranged. Suppose all vacancies are $2+$, placed at random with density $n_V$ on a uniform compensating background. The variance of the shift from the charges within a radius $R$ is then $4\pi n_V R\,[2e^2/(4\pi\epsilon_0\epsilon_r)]^2$. This is a root-mean-square shift of about 0.13 eV for $R=15$ nm and 0.18 eV for $R=30$ nm. With a screening length of 12 nm it is about 0.08 eV. These shifts arise only where the vacancies or other defects are charged.

**Different sites.** In an amorphous film the sites are not equivalent. Suppose that $\varepsilon(+/0)$ and $\varepsilon(2+/+)$ vary from site to site independently, each with a Gaussian spread of 0.1 eV. Variances of independent quantities add, also for a difference, so the spread of $U$ is

$$\sigma_U=\sqrt{0.1^2+0.1^2}\ \text{eV}=0.141\ \text{eV}.$$

A site with positive $U$ lies more than $0.4/0.141\approx2.8$ standard deviations above the mean, and 0.23 % of the sites do so. If the two levels moved together instead, $U$ would be the same at every site. The share thus depends on the assumed independence as well as on the assumed spread. The spread also raises the thermal population of the $+$ state. Averaged over the sites at $E_F=2.2$ eV, it is about 0.44 % at 300 K and 2.9 % at 600 K, against 0.044 % and 2.0 % for equivalent sites.

### (e) The vacancies in the channel

For a parabolic conduction band with a rough effective mass of 0.34 electron masses, the effective band density at 300 K is $N_c=4.97\times10^{18}$ cm⁻³. The electron density $n$ is well below $N_c$, so Boltzmann statistics apply, $n=N_c\,e^{-(E_c-E_F)/kT}$, with the band edge at $E_c=3.1$ eV. Solving for the Fermi energy,

$$E_F=E_c+kT\ln\frac{n}{N_c}=3.1+0.0259\,\ln\frac{10^{17}}{4.97\times10^{18}}\approx3.00\ \text{eV}.$$

Full Fermi–Dirac statistics shift this by 0.18 meV, which is negligible. The Fermi energy lies 0.8 eV above $\varepsilon(2+/0)$, so the vacancies are neutral. The charged fraction is about $3\times10^{-17}$. It consists mostly of the $+$ state, which is lower than $2+$ once $E_F$ exceeds 2.4 eV. In this model the vacancies keep their electrons, and the conduction electrons must come from elsewhere: from other donors or, when a gate voltage is applied, from the contacts.

Conversely, if the Fermi energy were at 2.2 eV, the conduction band would hold about $3.8\times10^{3}$ electrons per cm³, far too few for a conducting channel.

**Comparison with a real film.** The gap, mass, permittivity and densities are rough values in the regime of an amorphous In-Ga-Zn oxide transistor channel. The two vacancy levels are data of the exercise, not measured properties of that material. In an amorphous film the assumption of equivalent sites does not hold. With the assumed spread, $U$ is $-0.4$ eV with a site-to-site variation of about 0.14 eV, and the two-electron level varies by half as much, 0.07 eV: for independent levels the sum and the difference have the same spread, and the two-electron level is half the sum. Neutrality in the channel survives such a variation, since the margin is 0.8 eV. Averaging over the spread $\sigma=0.1$ eV multiplies the $+$ population by $e^{\sigma^2/2(kT)^2}\approx1.8\times10^{3}$, which raises the charged fraction to about $6\times10^{-14}$. For a vacancy with negative $U$ it would fail if the local surroundings put the two-electron level near or above the channel Fermi energy; such a vacancy could act as a donor.

## Variation 1: the two level values exchanged

*Let $\varepsilon(+/0)=2.4$ eV and $\varepsilon(2+/+)=2.0$ eV. What changes?*

Now $U=2.4-2.0=+0.4$ eV. The average of the levels, and hence the crossing of the $2+$ and $0$ lines, is still 2.2 eV. The $+$ state, however, lies $U/2=0.2$ eV below that crossing. The stable state is $2+$ below 2.0 eV, $+$ between 2.0 and 2.4 eV, and $0$ above 2.4 eV. The window of the $+$ state has the width $U=0.4$ eV, and the stable charge changes in two separate steps of one electron.

The formula for $f_+$ still holds at 2.2 eV. Changing the sign of $U$ turns $f_+$ into $1-f_+$, so at 300 K about 99.96 % of the vacancies are singly charged there. The value of $\varepsilon(2+/0)$ alone therefore does not reveal which behaviour occurs; the sign of $U$ does.

## Variation 2: an oxygen-poor anneal

*The oxygen chemical potential is lowered by 2.0 eV. How do the formation energies, the levels and $U$ respond?*

Forming a vacancy transfers one oxygen atom to the surroundings, whatever charge the vacancy then takes. Every formation energy contains the term $+\mu_O$ once, so with $\Delta\mu_O=-2.0$ eV

$$E_q\to E_q+\Delta\mu_O\qquad\text{for } q=0,1,2 .$$

The neutral formation energy falls from 5.0 to 3.0 eV. The levels are differences such as $E_0-E_+$, from which $\Delta\mu_O$ cancels. In $U$ it enters as $1+1-2=0$ times. The levels stay at 2.0, 2.2 and 2.4 eV, and $U$ stays at $-0.4$ eV.

Oxygen exchange thus changes how many vacancies form, not the positions of their levels. It can still change their charge indirectly, if the new number of vacancies or other defects moves the Fermi energy.

A change of 2.0 eV is large. For oxygen gas at a fixed temperature, $\Delta\mu_O=\tfrac12kT\ln(p/p_0)$, where $p_0$ and $p$ are the oxygen pressures before and after. At 600 K the pressure would have to fall by about 34 powers of ten. Pumping alone cannot do this; it takes a gas that binds oxygen, such as hydrogen.

The chosen energies also show a limit of equilibrium reasoning. At 600 K, $kT=0.0517$ eV, and the Boltzmann factor for 3.0 eV is $e^{-58}\approx6\times10^{-26}$. Even with some $10^{23}$ oxygen sites per cm³, a rough upper figure, this gives less than one neutral vacancy per cm³. With these energies, a density of $10^{18}$ cm⁻³ of neutral vacancies would have to be left over from a process out of equilibrium, for example the growth of the film. This bound concerns the neutral state. The $2+$ state now costs $-1.4\ \text{eV}+2E_F$, so it would reach $10^{18}$ cm⁻³ in equilibrium at 600 K if compensating acceptors held the Fermi energy near 1.0 eV. The levels and $U$ describe the charge of such frozen-in vacancies as well, provided that electrons can still move between them and the bands.

## Computed results

```
Given level (+/0): 2.0 eV
Given level (2+/+): 2.4 eV
Formation energy at E_F = 0, state 0: 5.0 eV
Formation energy at E_F = 0, state +: 3.0 eV
Formation energy at E_F = 0, state 2+: 0.6 eV
Effective U: -0.4 eV
Level (2+/0): 2.2 eV
Formation energy at (2+/0), state 0: 5.0 eV
Formation energy at (2+/0), state +: 5.2 eV
Formation energy at (2+/0), state 2+: 5.0 eV
Excess energy of + at (2+/0): 0.2 eV
Swapped levels: U = 0.4 eV, + window 0.4 eV
Six vacancies, charge +6: 3 in 2+, 0 in +, 3 in 0
Lattice model site energy e: 2.9 eV
Lattice model repulsion U_C: 0.6 eV
Lattice model coupling L: 4.0 eV/angstrom
Lattice model stiffness K: 16.0 eV/angstrom^2
Relaxation term L^2/K: 1.0 eV
Displacement, one and two electrons: 0.25, 0.50 angstrom
U with frozen lattice: 0.6 eV; relaxed: -0.4 eV
Oxygen chemical potential change: -2.0 eV
Neutral formation energy after that change: 3.0 eV
300 K: kT = 0.0259 eV
300 K: equal + and 0 populations at E_F = 2.018 eV
300 K: equal 2+ and + populations at E_F = 2.382 eV
300 K: U with spin entropy = -0.364 eV
300 K: fraction in + at (2+/0) = 0.044 %
600 K: kT = 0.0517 eV
600 K: equal + and 0 populations at E_F = 2.036 eV
600 K: equal 2+ and + populations at E_F = 2.364 eV
600 K: U with spin entropy = -0.328 eV
600 K: fraction in + at (2+/0) = 2.047 %
Vacancy density (rough): 1e+18 cm^-3
Relative permittivity (rough): 10
Vacancy spacing: 10.0 nm
Downward level shift by a 2+ neighbour: 0.029 eV
Spread of each one-electron level (rough): 0.1 eV
Resulting spread of U: 0.141 eV
Share of sites with positive U: 0.23 %
Band gap (rough): 3.1 eV
Electron effective mass (rough): 0.34 electron masses
Effective band density at 300 K: 4.97e+18 cm^-3
Electron density with E_F at (2+/0), 300 K: 3.8e+03 cm^-3
Channel electron density (rough): 1e+17 cm^-3
Channel Fermi energy at 300 K: 3.00 eV
Band degeneracy shift of that energy: 0.18 meV
Charged vacancy fraction in channel: 3e-17
```
